# Leading quantum correction to a harmonic atomic hopping rate

**Question**

An atom in a crystal hops from a potential minimum to a neighbouring site over a first-order saddle that lies \(\Delta V\) higher. The potential \(V\) is harmonic about both points. The mass-weighted Hessian has elements \(D_{ij}=V_{ij}/\sqrt{m_im_j}\), where \(i,j\) run over all Cartesian coordinates; it is \(D_0\) at the minimum and \(D_\ddagger\) at the saddle. The eigenvalues of \(D_0\) are \(\omega_i^2\), \(i=1,\dots,n\). Those of \(D_\ddagger\) are \(\omega_j'^2\), \(j=1,\dots,n-1\), and one negative value \(-\omega_b^2\). In a periodic cell each Hessian has three further eigenvalues equal to zero, which belong to uniform translation. They add nothing to either trace, and the translational partition functions cancel in the rate.

Write \(\beta=1/(k_BT)\) and \(u=\hbar\beta\omega_b\). Assume that the initial site is in thermal equilibrium, that the unstable mode separates from the others, and that an atom which has crossed does not return at once.

(a) Find the transmission probability of the parabolic barrier and its thermal average, and obtain Wigner's tunnelling factor.

(b) Derive the quantum harmonic rate \(k\) and its classical limit \(k_{cl}\).

(c) Expand \(k/k_{cl}\) to its leading correction. On which property of the two Hessians does this correction depend?

(d) Express the correction through the potential felt by each atom, and as a shift of the barrier.

(e) Find the next order, and the behaviour when the bound modes are cold.

(f) A vacancy hop is modelled in an fcc crystal with the Morse pair potential \(\phi(r)=\mathcal D[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}]\), with \(\mathcal D=0.50\) eV, \(\alpha=14\) nm⁻¹, \(r_0=0.29\) nm and atomic mass 103 u. A periodic cell of 108 sites with one vacancy, relaxed at fixed cell size, gives \(\Delta V=1.250\) eV, a classical prefactor of 7.379 THz, \(\omega_b/2\pi=2.782\) THz, and traces of \(5219.92\times10^{26}\) s⁻² at the minimum and \(5227.69\times10^{26}\) s⁻² at the saddle. Evaluate the correction at 400 K and judge its weight for an interconnect metal.

**Answer (a)**

Let \(q\) be the mass-weighted unstable coordinate and \(p\) its momentum, with energy measured from the barrier top:
\[
H=\tfrac12p^2-\tfrac12\omega_b^2q^2 .
\]
Define
\[
Q=\frac{\omega_bq-p}{\sqrt{2\omega_b}},\qquad P=\frac{\omega_bq+p}{\sqrt{2\omega_b}} .
\]
Then \([Q,P]=(\omega_b[q,p]-\omega_b[p,q])/2\omega_b=i\hbar\), so this is a canonical pair. Since \(QP+PQ=(\omega_b^2q^2-p^2)/\omega_b\),
\[
H=-\tfrac12\omega_b(QP+PQ),\qquad \dot Q=-\omega_bQ,\qquad \dot P=\omega_bP .
\]
In the far past \(Q\) dominates \(q=(Q+P)/\sqrt{2\omega_b}\), so a particle arriving from the left has \(Q<0\). In the far future \(P\) dominates, so a transmitted particle has \(P>0\).

With \(P=-i\hbar\,d/dQ\) and \(\varepsilon=E/\hbar\omega_b\), the equation \(H\psi=E\psi\) becomes
\[
\frac{i\hbar\omega_b}{2}\left(2Q\frac{d\psi}{dQ}+\psi\right)=E\psi
\quad\Rightarrow\quad
Q\frac{d\psi}{dQ}=\left(-\tfrac12-i\varepsilon\right)\psi .
\]
Arrival from the left selects \(\psi=|Q|^{-1/2-i\varepsilon}\) for \(Q<0\) and zero for \(Q>0\). With \(s=-Q\), its Fourier transform is
\[
\chi(P)\propto\int_0^\infty s^{-1/2-i\varepsilon}e^{iPs/\hbar}ds
=\Gamma(z)\left(\frac{-iP}{\hbar}\right)^{-z},\qquad z=\tfrac12-i\varepsilon .
\]
This is the gamma integral continued to an imaginary exponent, which is allowed because \(0<\mathrm{Re}\,z<1\). The phase of \(-iP\) is \(\mp\pi/2\) for \(P\gtrless0\). It gives a factor \(e^{\pm i\pi z/2}\), whose modulus contains \(e^{\pm\pi\varepsilon/2}\). The outgoing flux \(\omega_b|P||\chi|^2\) is therefore proportional to \(e^{\pi\varepsilon}\) on the right and \(e^{-\pi\varepsilon}\) on the left, and
\[
\mathcal T(E)=\frac{e^{\pi\varepsilon}}{e^{\pi\varepsilon}+e^{-\pi\varepsilon}}=\frac1{1+e^{-2\pi E/\hbar\omega_b}} .
\]

A classical particle has \(\mathcal T=1\) for \(E>0\) and 0 otherwise, so \(\beta\int\mathcal Te^{-\beta E}dE=1\). The quantum value of this integral is thus the tunnelling factor \(\kappa\). Put \(t=-2\pi E/\hbar\omega_b\) and \(a=u/2\pi\):
\[
\kappa=\beta\int_{-\infty}^{\infty}\mathcal T(E)e^{-\beta E}dE=aI,\qquad I=\int_{-\infty}^{\infty}\frac{e^{at}}{1+e^t}dt .
\]
For \(0<a<1\) the integral converges. Moving the path up by \(2\pi i\) multiplies the integrand by \(e^{2\pi ia}\) and encloses the pole at \(t=i\pi\), with residue \(-e^{i\pi a}\). Hence \((1-e^{2\pi ia})I=-2\pi i\,e^{i\pi a}\), so \(I=\pi/\sin\pi a\) and
\[
\kappa=\frac{u/2}{\sin(u/2)}=1+\frac{u^2}{24}+O(u^4),\qquad u<2\pi .
\]
The first two terms are Wigner's factor. At \(u=2\pi\) the integral diverges at large negative \(E\): tunnelling then takes place far below the top, where a real barrier is no longer parabolic.

**Answer (b)**

A thermal stream in one dimension carries the flux \(\int(dp/2\pi\hbar)\,v\,\mathcal Te^{-\beta E}\), and \(v\,dp=dE\). At the saddle the bound modes hold an energy \(\epsilon_\nu\), which is conserved during the crossing because the modes separate. Summing over these levels and dividing by the partition function \(Z_0\) of the initial site gives
\[
k=\frac{e^{-\beta\Delta V}}{2\pi\hbar Z_0}\sum_\nu e^{-\beta\epsilon_\nu}\int\mathcal T(E)e^{-\beta E}dE
=\frac{\kappa}{2\pi\hbar\beta}\,\frac{Z_\ddagger}{Z_0}\,e^{-\beta\Delta V}.
\]
Each oscillator contributes a geometric series,
\[
\sum_{\nu=0}^\infty e^{-\hbar\beta\omega(\nu+1/2)}=\frac{e^{-\hbar\beta\omega/2}}{1-e^{-\hbar\beta\omega}}=\frac1{2\sinh(\hbar\beta\omega/2)},
\]
so that
\[
k=\frac{\kappa}{2\pi\hbar\beta}\,
\frac{\prod_{i=1}^{n}2\sinh(\hbar\beta\omega_i/2)}{\prod_{j=1}^{n-1}2\sinh(\hbar\beta\omega_j'/2)}\,e^{-\beta\Delta V}.
\]
As \(\hbar\to0\), \(\kappa\to1\) and \(2\sinh(\hbar\beta\omega/2)\to\hbar\beta\omega\). The numerator has one factor \(\hbar\beta\) more than the denominator, and this cancels the one in front:
\[
k_{cl}=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega_j'}\,e^{-\beta\Delta V}.
\]

**Answer (c)**

With \(x=\hbar\beta\omega/2\) for each mode, the ratio of the two rates is
\[
\frac{k}{k_{cl}}=\kappa\,\prod_{i=1}^n\frac{\sinh x_i}{x_i}\prod_{j=1}^{n-1}\frac{x_j'}{\sinh x_j'} .
\]
The logarithm turns the products into sums, so each mode can be expanded by itself:
\[
\ln\frac{\sinh x}{x}=\ln\left(1+\frac{x^2}{6}+\frac{x^4}{120}+\dots\right)
=\frac{x^2}{6}+\left(\frac1{120}-\frac1{72}\right)x^4+\dots=\frac{x^2}{6}-\frac{x^4}{180}+\dots
\]
Here \(x^2/6=(\hbar\beta\omega)^2/24\), the same coefficient as in Wigner's factor. Therefore
\[
\ln\frac{k}{k_{cl}}=\frac{(\hbar\beta)^2}{24}\left[\sum_i\omega_i^2-\sum_j\omega_j'^2+\omega_b^2\right]+O\big((\hbar\beta)^4\big).
\]
A trace is the sum of the eigenvalues, so \(\mathrm{Tr}D_\ddagger=\sum_j\omega_j'^2-\omega_b^2\). The tunnelling term has the sign and size needed to complete this trace. Exponentiating,
\[
\boxed{\;\frac{k}{k_{cl}}=1+\frac{(\hbar\beta)^2}{24}\left(\mathrm{Tr}D_0-\mathrm{Tr}D_\ddagger\right)+O\big((\hbar\beta)^4\big)\;}
\]

At a given temperature the leading relative correction depends on the Hessians through the difference of their traces alone. If \(\omega_b^2\) and one \(\omega_j'^2\) are both raised by the same amount, tunnelling grows, the bound mode stiffens, and the correction stays as it was. The rate itself does change, since \(k_{cl}\) contains the product of the frequencies.

The logarithmic series requires \(\hbar\beta\omega<2\pi\) for every bound mode, and \(u^2<24\) if \(\kappa\) is kept in Wigner's form. The boxed result also needs the bracketed sum, multiplied by its prefactor, to be small, and the fourth-order term of part (e) to be small beside it. The last condition is separate: the bracket is a difference of large sums, so it can be small while the next order is comparable. In the model of part (f) the leading term is \(-4.7\,\%\) at 200 K and \(-8.4\,\%\) at 150 K, against \(-3.6\,\%\) and \(-5.0\,\%\) from the unexpanded formula with the full parabolic factor, although the series converges at both temperatures.

**Answer (d)**

The trace can be read from the diagonal elements. Collecting the three coordinates of each atom \(a\),
\[
\mathrm{Tr}D=\sum_a\frac1{m_a}\nabla_a^2V .
\]
No diagonalization is needed, and the correction splits into atomic parts. An atom contributes if its Laplacian differs between minimum and saddle. For a pair potential, \(\nabla_a^2V\) is the sum of \(\phi''(r)+2\phi'(r)/r\) over the partners of atom \(a\).

To the same order, \(k=k_{cl}e^{-\beta\,\delta V}\) with
\[
\delta V=-\frac{\hbar^2\beta}{24}\left(\mathrm{Tr}D_0-\mathrm{Tr}D_\ddagger\right).
\]
A larger trace at the saddle acts as a higher barrier, and the shift fades as \(1/T\).

**Answer (e)**

Wigner's factor gives \(\ln(1+u^2/24)=u^2/24-u^4/1152+\dots\), and each bound mode gives \(x^4/180=(\hbar\beta\omega)^4/2880\). The fourth-order part of \(\ln(k/k_{cl})\) is
\[
-\frac{(\hbar\beta)^4}{2880}\left[\sum_i\omega_i^4-\sum_j\omega_j'^4\right]-\frac{u^4}{1152}.
\]
Since \(\sum_j\omega_j'^4=\mathrm{Tr}D_\ddagger^2-\omega_b^4\), this equals
\[
-\frac{(\hbar\beta)^4}{2880}\left[\mathrm{Tr}D_0^2-\mathrm{Tr}D_\ddagger^2\right]-\frac{7u^4}{5760},
\qquad \frac1{2880}+\frac1{1152}=\frac7{5760}.
\]
The full parabolic factor has \(\ln\kappa=u^2/24+u^4/2880+\dots\) instead. The separate \(u^4\) term then cancels, and the traces of the squared Hessians remain. These contain off-diagonal elements, so the simple sum over atomic Laplacians ends at the leading order.

When the bound modes are cold, \(\hbar\beta\omega\gg1\) while still \(u<2\pi\), one has \(\ln(\sinh x/x)\to x-\ln2x\). The part of \(\ln(k/k_{cl})\) that grows linearly with \(\beta\) is
\[
\beta\left[\sum_i\tfrac12\hbar\omega_i-\sum_j\tfrac12\hbar\omega_j'\right],
\]
the change of zero-point energy. It depends on sums of frequencies, which the traces do not determine.

**Answer (f)**

At 400 K,
\[
\hbar\beta=\frac{1.0546\times10^{-34}}{1.3806\times10^{-23}\times400}=1.910\times10^{-14}\ \mathrm{s},\qquad
\frac{(\hbar\beta)^2}{24}=1.519\times10^{-29}\ \mathrm{s^2}.
\]
The trace difference is \((5219.92-5227.69)\times10^{26}=-7.77\times10^{26}\) s⁻², so the leading correction is
\[
1.519\times10^{-29}\times(-7.77\times10^{26})=-0.0118 .
\]
To this order and at fixed cell size, quantum mechanics slows this hop by about 1.2 %, although tunnelling alone, with \(u=0.334\), speeds it up by \(u^2/24=0.46\,\%\). The bound modes outweigh tunnelling: in the second-order part of \(\ln(k/k_{cl})\) the minimum modes give \(+7.931\) and the bound saddle modes \(-7.947\). Neither sum is small, but their difference is. The equivalent barrier shift is \(+0.41\) meV.

The unexpanded harmonic formula with Wigner's factor gives \(-1.10\,\%\). The fourth-order term, \(+0.08\,\%\), accounts for most of the gap. At 300 K the leading term is \(-2.10\,\%\) against \(-1.85\,\%\), and at 600 K \(-0.52\,\%\) against \(-0.51\,\%\). The highest frequency, 10.33 THz at the saddle, puts the limit of convergence at 79 K.

In units of \(10^{26}\) s⁻², the jumping atom contributes \(+8.0\) to the trace difference, the four atoms of the window it passes through \(-23.4\), and the other 102 atoms \(+7.6\). The jumping atom alone would give the wrong sign.

The trace formula does not rely on equal masses. With masses drawn at random between 0.5 and 2 times 103 u, the coefficient extracted from the frequencies at 20 000 K was 0.99997 times the mass-weighted trace difference.

The classical rate at 400 K is \(7.379\times10^{12}\,e^{-1.2499/0.03447}\approx1.3\times10^{-3}\) s⁻¹ for a given vacancy and a given neighbour. Effects left out of the harmonic calculation can be set beside the 1 % correction:

- Thermal expansion. The model's own quasi-harmonic linear strain, from a linearised classical estimate with the phonons of the 108-site cell, at 400 K is 0.30 % (a denser phonon mesh moves it from 0.304 to 0.307 %). It lowers the barrier by 11 meV and multiplies the classical rate by 1.38. Full minimisation of the free energy gives a strain of 0.31 % and a factor of 1.39 with classical vibrations, and 0.33 % and 1.41 to 1.42, depending on the phonon mesh, with quantum ones. The quantum part of the expansion thus raises the rate by about 1.7 %, which outweighs the reduction found at fixed cell size and leaves a net increase of about 0.6 %. The sign of the total quantum effect therefore depends on whether the crystal is free to expand.
- Anharmonic motion of the jumping atom, with its neighbours frozen, multiplies the classical rate by 1.002. Collective anharmonicity is not included in this figure.
- Cell size. A 32-site cell gives a barrier of 1.198 eV and a trace difference of \(-7.0\times10^{26}\) s⁻², which is 9 % smaller in magnitude than in the 108-site cell. Cells of 256 and 500 sites give barriers of 1.259 and 1.262 eV and trace differences of \(-8.0\times10^{26}\) and \(-8.2\times10^{26}\) s⁻². The correction at 400 K thus moves only from \(-1.18\,\%\) to \(-1.24\,\%\). The barrier shift of 12 meV, partly offset by a rise of the prefactor to 7.57 THz, lowers the classical rate by about 28 %. Extrapolation in the inverse number of sites suggests a barrier near 1.266 eV and a correction near \(-1.27\,\%\) for an isolated vacancy.

The parameters lie roughly in the regime of rhodium, a candidate interconnect metal. The model's lattice constant of 0.372 nm compares with roughly 0.38 nm, its bulk modulus of 194 GPa with roughly 270 GPa, and its cohesive energy of 4.8 eV with roughly 5.8 eV. The pair potential omits many-body metallic bonding, so neither the barrier nor the sign of the trace difference should be taken as a prediction for rhodium. A real line is also strained by its surroundings. In this model an isotropic expansion of 0.30 % at 400 K changes the rate by 38 %, over thirty times the quantum correction. An error of 0.1 eV in the barrier would change it by \(e^{0.1/0.03447}\approx18\). Narrow lines also offer paths along grain boundaries and interfaces, which have their own barriers and traces and are not covered here. For the bulk hop of this model at 400 K, the quantum correction is negligible beside the effects of strain and of an error in the barrier, and effort is better spent on those two.

## Values computed for the example and the checks

```
Morse well depth: 0.50 eV
Morse inverse length: 14.0 nm^-1
Morse pair distance: 0.29 nm
atomic mass: 103 u
sites in the periodic cell: 108
lattice constant: 0.3721 nm
cohesive energy per atom: 4.841 eV
hop barrier: 1.2499 eV
classical prefactor: 7.379 THz
highest frequency at minimum: 9.749 THz
highest frequency at saddle: 10.328 THz
unstable frequency (modulus): 2.782 THz
trace at minimum: 5219.921 1e26 s^-2
trace at saddle: 5227.689 1e26 s^-2
trace difference, minimum - saddle: -7.769 1e26 s^-2
  part of jumping atom: 7.977 1e26 s^-2
  part of four window atoms: -23.359 1e26 s^-2
  part of all other atoms: 7.613 1e26 s^-2
300 K classical rate: 7.414e-09 s^-1
300 K leading correction: -2.098 %
300 K k/k_cl - 1, Wigner: -1.852 %
300 K k/k_cl - 1, full parabola: -1.847 %
400 K classical rate: 1.317e-03 s^-1
400 K leading correction: -1.180 %
400 K k/k_cl - 1, Wigner: -1.100 %
400 K k/k_cl - 1, full parabola: -1.098 %
600 K classical rate: 2.339e+02 s^-1
600 K leading correction: -0.525 %
600 K k/k_cl - 1, Wigner: -0.508 %
600 K k/k_cl - 1, full parabola: -0.508 %
400 K term of minimum modes: 793.08 %
400 K term of bound saddle modes: -794.73 %
400 K term of tunnelling: 0.464 %
400 K fourth-order term of ln(k/k_cl): 0.0766 %
400 K equivalent barrier shift: 0.407 meV
series converges above: 78.9 K
random-mass test: coefficient / trace: 0.999965
400 K thermal strain of the model: 0.304 %
barrier change by that strain: -11.30 meV
400 K rate factor by that strain: 1.381
400 K rate factor, local anharmonicity: 1.002
32-site cell: barrier: 1.1975 eV
32-site cell: trace difference: -7.049 1e26 s^-2
```
